# Choosing the Frozen-Phonon Step for a Dimerised Chain's Quadratic Gap Coupling: test program

```python
"""
Result under test: the quadratic gap-phonon coupling of a dimerised chain.
H = -sum_n t_n (|n><n+1| + h.c.),  t_n = bare_n exp(-beta (u_{n+1}-u_n)),
bare hoppings alternate t1 > t2, and the frozen optical wave is
u_n = (-1)^n x cos(q a n/2 - phase), q a = 2 pi index/cells, 0 < q a < pi.
The gap G(x) then has the curvature at x = 0
G'' = -4 beta^2 cos^2(qa/4) (t1-t2) (t1^2+t2^2+2 t1 t2 cos(qa/2))
      / (t1 t2 sin^2(qa/2)).
The symmetric difference (G(h)-2G(0)+G(-h))/h^2 has least rms error at
h = (12 sqrt(6) sigma/|G''''|)^(1/4), sigma = rms noise of one computed gap.
Energies in eV, lengths in nm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq

T1, T2, BETA = 2.85, 2.15, 16.0
MASS_U, OMEGA0, TEMPERATURE = 13.0, 0.20, 300.0
CELL_LENGTH, PERMITTIVITY = 0.245, 3.0
CELLS, INDEX, PHASE = 3, 1, np.pi / 2
mp.mp.dps = 50


def wave(cells, index, phase):
    n = np.arange(2 * cells)
    return (-1.0) ** n * np.cos(np.pi * index * n / cells - phase)


def stretch(displacement):
    return np.roll(displacement, -1) - displacement


def bare_hoppings(sites):
    return np.tile([T1, T2], sites // 2)


def ring_matrix(hoppings, bloch_factor=None):
    """Ring Hamiltonian; default Bloch factor belongs to k a = pi."""
    sites = len(hoppings)
    if bloch_factor is None:
        bloch_factor = (-1.0) ** (sites // 2)
    matrix = np.zeros((sites, sites), dtype=type(bloch_factor))
    for n in range(sites - 1):
        matrix[n, n + 1] = matrix[n + 1, n] = -hoppings[n]
    matrix[-1, 0] = -hoppings[-1] * bloch_factor
    matrix[0, -1] = np.conj(matrix[-1, 0])
    return matrix


def middle_gap(matrix):
    levels = np.linalg.eigvalsh(matrix)
    half = len(levels) // 2
    return levels[half] - levels[half - 1]


def gap(displacement, linear=False):
    change = -BETA * stretch(displacement)
    factor = 1 + change if linear else np.exp(change)
    return middle_gap(ring_matrix(bare_hoppings(len(displacement)) * factor))


def precise_gap(x, cells, index, phase_over_pi):
    """Same gap in 50-digit arithmetic."""
    sites = 2 * cells
    u = [(-1) ** n * mp.mpf(x) * mp.cos(mp.pi * (mp.mpf(index * n) / cells
         - mp.mpf(phase_over_pi))) for n in range(sites)]
    matrix = mp.zeros(sites, sites)
    for n in range(sites):
        m = (n + 1) % sites
        bare = mp.mpf(T1 if n % 2 == 0 else T2)
        sign = (-1) ** cells if m == 0 else 1
        value = -sign * bare * mp.exp(-mp.mpf(BETA) * (u[m] - u[n]))
        matrix[n, m] = matrix[m, n] = value
    levels = sorted(list(mp.eigsy(matrix, eigvals_only=True)))
    return levels[cells] - levels[cells - 1]


def derivative_matrices(pattern):
    bare, ds = bare_hoppings(len(pattern)), stretch(pattern)
    return (ring_matrix(bare), ring_matrix(-BETA * ds * bare),
            ring_matrix((BETA * ds) ** 2 * bare))


def perturbation_parts(pattern):
    """Debye-Waller and Fan parts of G'' by explicit sums over states."""
    h0, h1, h2 = derivative_matrices(pattern)
    energy, states = np.linalg.eigh(h0)
    half = len(energy) // 2
    parts = np.zeros(2)
    for edge, sign in ((half, 1), (half - 1, -1)):
        v = states[:, edge]
        others = np.arange(len(energy)) != edge
        elements = (states.T @ h1 @ v)[others]
        parts[0] += sign * (v @ h2 @ v)
        parts[1] += sign * 2 * np.sum(elements ** 2
                                      / (energy[edge] - energy[others]))
    return parts


def closed_parts(qa):
    kappa2 = 4 * BETA ** 2 * np.cos(qa / 4) ** 2
    d = T1 - T2
    g2 = T1 ** 2 + T2 ** 2 + 2 * T1 * T2 * np.cos(qa / 2)
    ratio = g2 / (T1 * T2 * np.sin(qa / 2) ** 2)
    return np.array([kappa2 * d, -kappa2 * d * (1 + ratio)])


def closed_coupling(qa):
    return (-4 * BETA ** 2 * np.cos(qa / 4) ** 2 * (T1 - T2)
            * (T1 ** 2 + T2 ** 2 + 2 * T1 * T2 * np.cos(qa / 2))
            / (T1 * T2 * np.sin(qa / 2) ** 2))


def dynamic_fan(pattern, omega):
    """Fan part of G'' at zero temperature with phonon energy omega."""
    h0, h1, _ = derivative_matrices(pattern)
    energy, states = np.linalg.eigh(h0)
    half = len(energy) // 2
    others = np.arange(len(energy)) != half
    elements = (states.T @ h1 @ states[:, half])[others]
    shift = np.where(np.arange(len(energy)) >= half, -omega, omega)[others]
    return 4 * np.sum(elements ** 2 / (energy[half] - energy[others] + shift))


# --- perturbation sums against the closed form, several waves and phases
for cells, index, phase in ((3, 1, PHASE), (3, 1, 0.0), (4, 1, 0.3),
                            (5, 2, 1.1), (7, 3, 0.7), (29, 1, 0.2)):
    qa_test = 2 * np.pi * index / cells
    sums = perturbation_parts(wave(cells, index, phase))
    assert np.allclose(sums, closed_parts(qa_test), rtol=1e-8)
    assert np.isclose(sums.sum(), closed_coupling(qa_test), rtol=1e-8)

# --- 50-digit frozen displacements against the closed form
tiny = mp.mpf(10) ** -10
for cells, index, phase_over_pi in ((3, 1, 0.5), (3, 1, 0.0), (5, 2, 0.25)):
    g_minus, g_zero, g_plus = [precise_gap(s * tiny, cells, index,
                               phase_over_pi) for s in (-1, 0, 1)]
    frozen = float((g_plus - 2 * g_zero + g_minus) / tiny ** 2)
    assert np.isclose(frozen, closed_coupling(2 * np.pi * index / cells),
                      rtol=1e-10)

qa = 2 * np.pi * INDEX / CELLS
pattern = wave(CELLS, INDEX, PHASE)
partner = wave(CELLS, INDEX, 0.0)
truth = closed_coupling(qa)
debye_waller, fan = closed_parts(qa)

# --- the wave is a normal mode of equal masses and equal springs
force = 2 * pattern - np.roll(pattern, 1) - np.roll(pattern, -1)
assert np.allclose(force, 4 * np.cos(qa / 4) ** 2 * pattern, atol=1e-12)
omega_q = OMEGA0 * np.cos(qa / 4)

# --- the distorted chain keeps its smallest gap at the same Bloch phase
angles = np.linspace(0, np.pi, 13)
distorted = bare_hoppings(2 * CELLS) * np.exp(-BETA * stretch(0.003 * pattern))
scan = [middle_gap(ring_matrix(distorted, complex(np.exp(1j * angle))))
        for angle in angles]
assert int(np.argmin(scan)) == len(angles) - 1

# --- noise of one gap, from sixth differences on a fine grid
fine_grid = 1e-6 * np.arange(-20, 21)
fine_gaps = np.array([gap(x * pattern) for x in fine_grid])
noise = np.sqrt(np.mean(np.diff(fine_gaps, 6) ** 2) / 924)
actual_errors = np.array([float(mp.mpf(float(g)) - precise_gap(
    float(x), CELLS, INDEX, 0.5)) for x, g in zip(fine_grid, fine_gaps)])
actual_noise = np.std(actual_errors)
assert 1 / 3 < noise / actual_noise < 3

# --- third and fourth derivatives
coarse = 5e-4
samples = np.array([gap(k * coarse * pattern) for k in range(-2, 3)])
fourth = samples @ np.array([1, -4, 6, -4, 1]) / coarse ** 4
small = mp.mpf(10) ** -7
exact = [precise_gap(k * small, CELLS, INDEX, 0.5) for k in range(-2, 3)]
fourth_precise = float((exact[0] - 4 * exact[1] + 6 * exact[2]
                        - 4 * exact[3] + exact[4]) / small ** 4)
third = float((exact[4] - 2 * exact[3] + 2 * exact[1] - exact[0])
              / (2 * small ** 3))
assert abs(fourth / fourth_precise - 1) < 0.02

# --- balanced step and sweep around it
best_step = (12 * np.sqrt(6) * noise / abs(fourth)) ** 0.25
best_error = np.sqrt(2 * abs(fourth) / 12 * np.sqrt(6) * noise)
gap_zero = gap(0 * pattern)


def symmetric_difference(h, linear=False):
    return (gap(h * pattern, linear) - 2 * gap_zero
            + gap(-h * pattern, linear)) / h ** 2


sweep = []
for factor in (0.1, 0.3, 1.0, 3.0, 10.0):
    steps = factor * best_step * np.linspace(0.95, 1.05, 41)
    errors = np.array([symmetric_difference(h) - truth for h in steps])
    expected = np.sqrt(np.mean((fourth * steps ** 2 / 12) ** 2
                               + 6 * noise ** 2 / steps ** 4))
    sweep.append((factor, np.sqrt(np.mean(errors ** 2)), expected))
# all steps share the one rounding error of G(0), hence the wide factor
for factor, measured, expected in sweep[:3]:
    assert 1 / 8 < measured / expected < 8
assert abs(sweep[4][1] / sweep[4][2] - 1) < 0.03
assert sweep[0][1] > 5 * sweep[2][1] and sweep[4][1] > 5 * sweep[2][1]
estimate = symmetric_difference(best_step)
assert abs(estimate - truth) < 10 * best_error

# --- one-sided difference keeps the cubic term; first order vanishes
one_sided = (gap(2 * best_step * pattern) - 2 * gap(best_step * pattern)
             + gap_zero) / best_step ** 2
assert abs((one_sided - truth) / (third * best_step) - 1) < 0.02
slope_q = (gap(best_step * pattern) - gap(-best_step * pattern)) / (
    2 * best_step)
assert abs(slope_q) < 1e-4

# --- linear hopping leaves only the Fan part
linear_result = symmetric_difference(2e-5, linear=True)
assert np.isclose(linear_result, fan, rtol=1e-5)

# --- uniform mode: first-order slope and positive curvature
uniform = (-1.0) ** np.arange(2 * CELLS)
h = 1e-5
up, down = gap(h * uniform), gap(-h * uniform)
slope_uniform = 4 * BETA * (T1 + T2)
curvature_uniform = 8 * BETA ** 2 * (T1 - T2)
assert np.isclose((up - down) / (2 * h), slope_uniform, rtol=1e-6)
assert np.isclose((up - 2 * gap_zero + down) / h ** 2, curvature_uniform,
                  rtol=1e-5)

# --- vibration amplitudes and gap shift of the sine-cosine pair
hbar2_over_mass = (const.hbar ** 2 / (MASS_U * const.atomic_mass)
                   / const.e * 1e18)
thermal_energy = const.k * TEMPERATURE / const.e
coth_factor = 1 / np.tanh(omega_q / (2 * thermal_energy))
zero_point_square = hbar2_over_mass / (2 * CELLS * omega_q)
mean_square = zero_point_square * coth_factor
pair_shift = truth * mean_square
nodes, weights = np.polynomial.hermite.hermgauss(8)
scale = np.sqrt(2 * mean_square)
full_shift = sum(wx * wy * (gap(scale * (x * pattern + y * partner))
                            - gap_zero) for x, wx in zip(nodes, weights)
                 for y, wy in zip(nodes, weights)) / np.pi
quartic_shift = fourth * mean_square ** 2 / 3
assert abs((full_shift - pair_shift) / quartic_shift - 1) < 0.1

# --- phonon energy in the denominators, checked by many-electron states
sites = 2 * CELLS
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
operators = []
for i in range(sites):
    product = np.eye(1)
    for j in range(sites):
        product = np.kron(product, parity if j < i else
                          lower if j == i else np.eye(2))
    operators.append(product)


def many_electron(matrix):
    return sum(matrix[i, j] * operators[i].T @ operators[j]
               for i in range(sites) for j in range(sites)
               if matrix[i, j] != 0)


h0, h1, _ = derivative_matrices(pattern)
boson = np.diag(np.sqrt([1.0, 2.0]), 1)
weak = 0.1 * np.sqrt(zero_point_square)
total = (np.kron(many_electron(h0), np.eye(3))
         + omega_q * np.kron(np.eye(2 ** sites), boson.T @ boson)
         + weak * np.kron(many_electron(h1), boson + boson.T))
count = np.rint(np.diag(np.kron(many_electron(np.eye(sites)), np.eye(3))))
ground = {}
for electrons in (CELLS - 1, CELLS, CELLS + 1):
    keep = np.where(count == electrons)[0]
    ground[electrons] = np.linalg.eigvalsh(total[np.ix_(keep, keep)])[0]
many_gap = ground[CELLS + 1] + ground[CELLS - 1] - 2 * ground[CELLS]
fan_dynamic = dynamic_fan(pattern, omega_q)
assert np.isclose(many_gap - gap_zero, 0.5 * fan_dynamic * weak ** 2,
                  rtol=0.01)
assert np.isclose(dynamic_fan(pattern, 0.0), fan, rtol=1e-8)
dynamic_ratio = (debye_waller + fan_dynamic) / truth

# --- long waves: static denominators shrink to the phonon energy
d = T1 - T2
crossing = brentq(lambda y: np.sqrt(d * d + 4 * T1 * T2 * np.sin(y / 2) ** 2)
                  - d - OMEGA0 * np.cos(y / 4), 1e-3, 2.0)
LONG = 29
qa_long = 2 * np.pi / LONG
long_static = closed_coupling(qa_long)
long_dynamic = closed_parts(qa_long)[0] + dynamic_fan(
    wave(LONG, 1, 0.2), OMEGA0 * np.cos(qa_long / 4))
assert long_dynamic / long_static < dynamic_ratio < 1


def uniform_spread(cells):
    """Zero-point rms gap spread from the uniform optical mode."""
    return slope_uniform * np.sqrt(hbar2_over_mass / (4 * cells * OMEGA0))


pair_size = CELL_LENGTH * np.sqrt(T1 * T2) / d
coulomb = const.e / (4 * np.pi * const.epsilon_0 * PERMITTIVITY
                     * pair_size * 1e-9)

print(f"hoppings t1, t2: {T1:.2f}, {T2:.2f} eV; beta: {BETA:.1f} 1/nm")
print(f"cells in ring: {CELLS}; q a: {qa:.5f} rad; phase: {PHASE:.5f} rad")
print(f"site mass: {MASS_U:.1f} u; temperature: {TEMPERATURE:.0f} K")
print(f"phonon energy at q=0: {OMEGA0:.4f} eV; at q: {omega_q:.4f} eV")
print(f"undistorted gap: {gap_zero:.6f} eV")
print(f"gap noise from sixth differences: {noise:.2e} eV")
print(f"gap noise against 50-digit gaps: {actual_noise:.2e} eV")
print(f"error of computed G(0): {actual_errors[20]:.2e} eV")
print(f"third derivative: {third:.4e} eV/nm^3")
print(f"fourth derivative, coarse difference: {fourth:.4e} eV/nm^4")
print(f"fourth derivative, 50 digits: {fourth_precise:.4e} eV/nm^4")
print(f"balanced step: {best_step:.3e} nm")
print(f"expected rms error at that step: {best_error:.2e} eV/nm^2")
print("step/balanced step, measured and expected rms error (eV/nm^2):")
for factor, measured, expected in sweep:
    print(f"  {factor:5.1f}  {measured:.2e}  {expected:.2e}")
print(f"G'' from frozen displacements: {estimate:.6f} eV/nm^2")
print(f"G'' from perturbation theory: {truth:.6f} eV/nm^2")
print(f"difference of the two: {estimate - truth:.2e} eV/nm^2")
print(f"quadratic coefficient G''/2: {truth / 2:.4f} eV/nm^2")
print(f"one-sided difference error, same step: {one_sided-truth:.4f} eV/nm^2")
print(f"Debye-Waller part of G'': {debye_waller:.4f} eV/nm^2")
print(f"Fan part of G'' (= linear-hopping result): {fan:.4f} eV/nm^2")
print(f"uniform mode slope: {slope_uniform:.2f} eV/nm")
print(f"uniform mode curvature: {curvature_uniform:.2f} eV/nm^2")
print(f"rms amplitude at temperature: {np.sqrt(mean_square):.3e} nm")
print(f"coth factor at temperature: {coth_factor:.5f}")
print(f"pair gap shift, quadratic: {1000 * pair_shift:.4f} meV")
print(f"pair gap shift, full Gaussian average: {1000 * full_shift:.4f} meV")
print(f"quartic correction predicted: {1000 * quartic_shift:.4f} meV")
print(f"G'' with phonon energy / static G'': {dynamic_ratio:.4f}")
print(f"q a where band energy equals phonon energy: {crossing:.4f} rad")
print(f"static G'' for one wave in {LONG} cells: {long_static:.1f} eV/nm^2")
print(f"with phonon energy / static, {LONG} cells: "
      f"{long_dynamic / long_static:.4f}")
print(f"uniform-mode gap spread, {CELLS} cells: {uniform_spread(3):.4f} eV")
print(f"uniform-mode gap spread, 50 cells: {uniform_spread(50):.4f} eV")
print(f"cell length: {CELL_LENGTH:.3f} nm; permittivity: {PERMITTIVITY:.1f}")
print(f"electron-hole size: {pair_size:.3f} nm")
print(f"rough Coulomb energy at that size: {coulomb:.2f} eV")
print("done: every assertion held")
```

It prints:

```
hoppings t1, t2: 2.85, 2.15 eV; beta: 16.0 1/nm
cells in ring: 3; q a: 2.09440 rad; phase: 1.57080 rad
site mass: 13.0 u; temperature: 300 K
phonon energy at q=0: 0.2000 eV; at q: 0.1732 eV
undistorted gap: 1.400000 eV
gap noise from sixth differences: 1.31e-15 eV
gap noise against 50-digit gaps: 1.15e-15 eV
error of computed G(0): -1.78e-15 eV
third derivative: 5.4701e+04 eV/nm^3
fourth derivative, coarse difference: 1.7422e+07 eV/nm^4
fourth derivative, 50 digits: 1.7437e+07 eV/nm^4
balanced step: 6.859e-06 nm
expected rms error at that step: 9.66e-05 eV/nm^2
step/balanced step, measured and expected rms error (eV/nm^2):
    0.1  9.25e-03  6.86e-03
    0.3  8.05e-04  7.62e-04
    1.0  1.46e-04  9.69e-05
    3.0  6.25e-04  6.16e-04
   10.0  6.85e-03  6.85e-03
G'' from frozen displacements: -2207.720463 eV/nm^2
G'' from perturbation theory: -2207.720604 eV/nm^2
difference of the two: 1.41e-04 eV/nm^2
quadratic coefficient G''/2: -1103.8603 eV/nm^2
one-sided difference error, same step: 0.3757 eV/nm^2
Debye-Waller part of G'': 537.6000 eV/nm^2
Fan part of G'' (= linear-hopping result): -2745.3206 eV/nm^2
uniform mode slope: 320.00 eV/nm
uniform mode curvature: 1433.60 eV/nm^2
rms amplitude at temperature: 1.761e-03 nm
coth factor at temperature: 1.00247
pair gap shift, quadratic: -6.8478 meV
pair gap shift, full Gaussian average: -6.7926 meV
quartic correction predicted: 0.0559 meV
G'' with phonon energy / static G'': 0.9315
q a where band energy equals phonon energy: 0.2288 rad
static G'' for one wave in 29 cells: -248728.7 eV/nm^2
with phonon energy / static, 29 cells: 0.4688
uniform-mode gap spread, 3 cells: 0.3704 eV
uniform-mode gap spread, 50 cells: 0.0907 eV
cell length: 0.245 nm; permittivity: 3.0
electron-hole size: 0.866 nm
rough Coulomb energy at that size: 0.55 eV
done: every assertion held
```
